# Carrier Flow and Purge Time at Fixed Pumping Speed

**Q:** I want to shorten the purge after the precursor dose in my deposition chamber. I now run 200 sccm of carrier gas and plan to use 800. Four times as much gas sweeping through should flush the precursor out about four times as fast.

**A:** What does the pump do when you raise the flow?

**Q:** It is a displacement pump. To a good approximation it takes in 10 litres per second, whatever the pressure. It keeps up: the pressure rises and settles at a higher value.

**A:** Then let us work out how long a molecule stays in the chamber. Take an ideal gas at one temperature \(T\) throughout, a chamber of volume \(V\), and a volumetric pumping speed \(S\) at its outlet. I measure the flow as a throughput \(\Phi\), the molar flow times \(RT\), in Pa m³/s. For an ideal gas this is pressure times volume per unit time. At steady state as much leaves as enters. The pump takes in a volume \(S\) each second at pressure \(p\), so

\[
\Phi = pS, \qquad p=\frac{\Phi}{S}.
\]

The amount of gas in the chamber, in the same units, is \(pV\). If molecules enter at the rate \(\Phi\) and stay for a mean time \(\tau\), the chamber holds \(\Phi\tau\). Therefore

\[
\tau=\frac{pV}{\Phi}=\frac{(\Phi/S)\,V}{\Phi}=\frac{V}{S}.
\]

The flow cancels. Four times the flow passes through a chamber that holds four times as much gas.

**Q:** But the gas must move faster if there is more of it.

**A:** More mass passes per second, but the gas is denser by the same factor. The mean velocity through the outlet is the volume passing per second divided by the outlet area, and that volume is still \(S\). Your flow controller sets moles per second, and your pump sets litres per second. The renewal of the chamber volume depends on the litres.

**Q:** That is a mean residence time for all the gas at steady state. During a purge the precursor is disappearing, and if I raise the flow when the purge starts, the pressure is changing too. Why should the steady result apply?

**A:** It need not be assumed. Let \(p_\mathrm{pre}\) be the partial pressure of the precursor, and suppose the chamber is well mixed, so that the gas at the outlet has the same composition as the gas inside. In a time \(dt\) the pump removes a volume \(S\,dt\) of this mixture, and with it an amount \(p_\mathrm{pre}S\,dt\) of precursor. The purge gas brings none in, and for now the walls release none. The precursor content \(p_\mathrm{pre}V\) then obeys

\[
V\frac{dp_\mathrm{pre}}{dt}=-S\,p_\mathrm{pre}.
\]

Dividing by \(Vp_\mathrm{pre}\) and integrating from the start of the purge, where the partial pressure is \(p_\mathrm{pre,0}\), gives

\[
\ln\frac{p_\mathrm{pre}(t)}{p_\mathrm{pre,0}}=-\frac{S}{V}t,
\qquad
p_\mathrm{pre}(t)=p_\mathrm{pre,0}\,e^{-t/\tau},\quad \tau=\frac VS .
\]

Neither the carrier flow nor the total pressure appears in the balance. The result therefore holds while the total pressure is changing, and it does not require a dilute precursor. It does require that \(S\) stay the same.

**Q:** Put in my numbers. The chamber has 2 litres, the gas is at 400 K, and I stop purging when the precursor is down to one millionth of its initial partial pressure.

**A:** The time constant is \(\tau=2.0/10=0.20\) s. Setting \(e^{-t/\tau}=10^{-6}\) gives

\[
t=\tau\ln 10^{6}=0.20\ \text{s}\times 13.82=2.76\ \text{s}.
\]

For the pressures we must convert the flow. One sccm is one cubic centimetre per minute, counted at 273.15 K and 101325 Pa. At 400 K, 200 sccm is

\[
\Phi=\frac{200\times10^{-6}}{60}\times101325\times\frac{400}{273.15}
=0.495\ \text{Pa m}^3/\text{s},
\]

and the pressure is \(0.495/0.010=49.5\) Pa. The three flows compare as follows.

| Flow (sccm) | Pressure (Pa) | Purge time (s) | Carrier used (standard cm³) |
|---|---|---|---|
| 200 | 49.5 | 2.76 | 9.2 |
| 400 | 98.9 | 2.76 | 18.4 |
| 800 | 197.8 | 2.76 | 36.8 |

The last column is the flow times the purge time, for example \(800\times2.763/60=36.8\). In this model the extra gas raises the pressure and the gas consumption, and does nothing to the purge time.

**Q:** I have evidence against that. I sample the chamber gas with an analyser that reports composition. When I step the flow up at the start of the purge, the precursor reading reaches its target sooner.

**A:** Your analyser reports the mole fraction \(x=p_\mathrm{pre}/p\), and the step in flow changes its denominator. Let the total throughput be \(\Phi_1\) during the dose and \(\Phi_2\) during the purge. The total content \(pV\) gains \(\Phi_2\) and loses \(Sp\) per unit time:

\[
V\frac{dp}{dt}=\Phi_2-Sp .
\]

With \(p_1=\Phi_1/S\) and \(p_2=\Phi_2/S\), this is \(d(p-p_2)/dt=-(p-p_2)/\tau\). Since \(p=p_1\) at \(t=0\),

\[
p(t)=p_2+(p_1-p_2)e^{-t/\tau}.
\]

The initial mole fraction is \(x_0=p_\mathrm{pre,0}/p_1\), so

\[
\frac{x(t)}{x_0}=\frac{p_\mathrm{pre}(t)}{p_\mathrm{pre,0}}\,\frac{p_1}{p(t)}
=e^{-t/\tau}\,\frac{p_1}{p(t)} .
\]

Near the end of the purge the exponential is of order \(10^{-6}\), and \(p(t)\) can be replaced by \(p_2\). Because \(p_1/p_2=\Phi_1/\Phi_2\), the condition \(x/x_0=\varepsilon\) becomes

\[
e^{-t/\tau}\frac{\Phi_1}{\Phi_2}=\varepsilon
\quad\Longrightarrow\quad
t_x=\tau\left[\ln\frac1\varepsilon-\ln\frac{\Phi_2}{\Phi_1}\right].
\]

For a step from 200 to 800 sccm the reading reaches its target earlier by \(0.20\ln4=0.28\) s, at 2.49 s instead of 2.76 s. For a step to 400 sccm the gain is 0.14 s.

**Q:** So there is a gain after all, if a small one.

**A:** In the reading, yes. At 2.49 s the chamber holds as much precursor as it would have held at that moment without the step. It is merely diluted with more carrier. What matters for the next half-cycle is how many precursor molecules are left to meet the co-reactant, and how often they strike the surface. At fixed temperature the number per volume and the rate of impact per area are both proportional to the partial pressure. Dilution changes neither.

Notice also the form of the gain. It is a fixed time, logarithmic in the flow ratio. If the flow shortened the time constant, the saving would grow with the depth of the purge. A plot of \(\ln x\) against time tells the two apart: dilution shifts the late straight part downwards, whereas faster removal makes it steeper.

**Q:** You left out the walls. My precursor sticks and comes off slowly. Would more carrier not help there?

**A:** Let the walls release precursor at a throughput \(\Phi_w\) that changes little within a time \(\tau\). The balance becomes

\[
V\frac{dp_\mathrm{pre}}{dt}=\Phi_w-S\,p_\mathrm{pre}.
\]

Once the precursor present at the start has decayed well below \(\Phi_w/S\), the two terms on the right nearly cancel, and \(p_\mathrm{pre}\approx\Phi_w/S\). The purge then follows the slow decline of \(\Phi_w\), which can take far longer than \(13.8\,\tau\). The carrier flow is still absent from the balance. It could enter through \(\Phi_w\), for instance if the extra gas changed the wall temperature, or if desorbed molecules must diffuse away from the wall and, at the higher pressure, do so more slowly and stick again more often. Such effects lie outside this balance and would have to be shown.

**Q:** Yet on another reactor I doubled the flow, and the purge really did become about twice as fast. I judged it by partial pressure, not by composition.

**A:** Was the pressure the same before and after?

**Q:** Yes. That reactor has a throttle valve which holds 200 Pa.

**A:** Then the speed at the chamber was not fixed. To hold \(p\) constant while \(\Phi\) rises, the valve must open until the speed at the chamber is \(\Phi/p\). Putting this in place of \(S\) gives

\[
V\frac{dp_\mathrm{pre}}{dt}=-\frac{\Phi}{p}\,p_\mathrm{pre},
\qquad \tau=\frac{pV}{\Phi}.
\]

Now \(p\) is the constant, and the residence time does fall as \(1/\Phi\). Suppose this reactor has the same volume, temperature and pump as yours. At 200 sccm the speed at the chamber is \(0.495/200=2.47\times10^{-3}\) m³/s, or 2.47 L/s. The time constant is \(2.0/2.47=0.81\) s and the purge takes 11.2 s. At 400 sccm it takes 5.59 s, and at 800 sccm 2.79 s.

**Q:** There is my factor of four.

**A:** It is real, but look at where it comes from. At 200 sccm the valve was blocking about three quarters of the pump's speed. Open it fully at that same flow and the pressure drops to 49.5 Pa, while the purge takes 2.76 s. That is as good as 800 sccm under pressure control, with a quarter of the gas. The flow helped because it made the controller open the valve.

The gain also has an end. The valve can hold 200 Pa only while \(\Phi/p\le S\), that is, up to \(\Phi=200\times0.010=2.0\) Pa m³/s. The throughput at 800 sccm is 1.98 Pa m³/s, so the valve takes away almost none of the pump's speed there. Beyond that the pressure rises and \(\tau\) stays at \(V/S\).

**Q:** My own chamber has no throttle valve, but the pump stands a metre away at the end of a rather thin pipe. Does that count as fixed speed?

**A:** At the pump, yes. At the chamber, no. Let the pipe have radius \(a\) and length \(\ell\), and let the gas have viscosity \(\eta\). I assume laminar viscous flow and neglect slip at the wall, inertia and entrance losses. With \(z\) measured along the flow, the volume passing a cross-section per unit time is \(-(\pi a^4/8\eta)\,dp/dz\). Multiplying by the local pressure gives the throughput, which at steady state is the same all along the pipe:

\[
\Phi=-\frac{\pi a^4}{8\eta}\,p\,\frac{dp}{dz}
=-\frac{\pi a^4}{16\eta}\,\frac{d(p^2)}{dz}.
\]

Integrating from the chamber, at pressure \(p\), to the pump inlet, at pressure \(p_\mathrm{in}\), gives

\[
\Phi=\frac K2\left(p^2-p_\mathrm{in}^2\right),\qquad K=\frac{\pi a^4}{8\eta \ell}.
\]

The pump fixes \(p_\mathrm{in}=\Phi/S\). Solving for the chamber pressure,

\[
p^2=\frac{\Phi^2}{S^2}+\frac{2\Phi}{K}
=\frac{\Phi^2}{S^2}\left(1+\frac{2S^2}{K\Phi}\right).
\]

The speed at the chamber is the throughput divided by the chamber pressure:

\[
S_\mathrm{eff}=\frac{\Phi}{p}=\frac{S}{\sqrt{1+2S^2/(K\Phi)}} .
\]

It increases with \(\Phi\). The pressure drop along the pipe makes the gas expand on its way, so 10 litres at the pump are fewer litres at the chamber. At higher pressure the drop is a smaller share of the total, and the loss of speed is smaller.

**Q:** So with a thin pipe I am right to raise the flow.

**A:** Within limits. When \(K\Phi\ll 2S^2\), the one under the root can be dropped and \(S_\mathrm{eff}\approx\sqrt{K\Phi/2}\). Even then the purge time falls only as \(\Phi^{-1/2}\), so four times the flow gives at best half the time. When \(K\Phi\gg2S^2\), \(S_\mathrm{eff}\) approaches \(S\) and the gain is used up. The formula also stops applying at pressures so low that the mean free path is no longer small compared with the pipe radius.

Take \(a=1\) cm, \(\ell=1\) m and \(\eta=2.2\times10^{-5}\) Pa s. Then \(K=1.785\times10^{-4}\) m³/(s Pa), and at 200 sccm

\[
\frac{2S^2}{K\Phi}=\frac{2\times(0.010)^2}{1.785\times10^{-4}\times0.4946}=2.27,
\qquad
S_\mathrm{eff}=\frac{10}{\sqrt{3.27}}=5.5\ \text{L/s}.
\]

For a dilute precursor, with the pressure already steady at the purge flow, the purge time is \(13.8\,V/S_\mathrm{eff}\).

| Flow (sccm) | Chamber pressure (Pa) | Speed at chamber (L/s) | Purge time (s) |
|---|---|---|---|
| 200 | 89 | 5.5 | 5.0 |
| 400 | 144 | 6.8 | 4.0 |
| 800 | 248 | 8.0 | 3.5 |

Four times the gas shortens the purge by about 30 per cent. Slip, inertia and entrance losses, which I neglected, would move the speeds by one to two per cent for nitrogen or argon, to about 5.6 L/s at 200 sccm and 7.9 L/s at 800 sccm. A pipe wide enough to make the pressure drop negligible would bring it to 2.76 s at any of these flows.

**Q:** Then more flow either helps or does nothing. I may as well turn it up and accept the gas bill.

**A:** It can also do harm. Does your chamber have a dead end, such as a side port that no gas flows through?

**Q:** There is a viewport tube, 10 cm deep, with a cross-section of 5 cm².

**A:** Once the total pressure is steady there is no net flow in that tube. I neglect any stirring of its outer part by gas passing the mouth, so precursor leaves it by diffusion alone. The diffusivity \(D\) is roughly the molecular speed times the mean free path. At fixed temperature the mean free path varies as \(1/p\), and so does \(D\). With fixed \(S\), \(p\) is proportional to \(\Phi\), so more carrier means slower diffusion.

**Q:** How slow? The tube has only a fortieth of the chamber volume.

**A:** Let its depth be \(L\) and its cross-section \(\sigma\), with \(z\) now running from the mouth, \(z=0\), to the closed end, \(z=L\). For a dilute precursor at uniform total pressure,

\[
\frac{\partial p_\mathrm{pre}}{\partial t}=D\frac{\partial^2p_\mathrm{pre}}{\partial z^2},
\qquad
\frac{\partial p_\mathrm{pre}}{\partial z}\bigg|_{z=L}=0,
\]

since nothing passes the closed end. The function \(\cos[k(L-z)]\,e^{-\lambda t}\) satisfies both conditions if \(\lambda=Dk^2\). At the mouth the partial pressure equals that in the chamber. When it rises inwards, precursor diffuses out into the chamber, so the chamber balance has a gain term:

\[
V\frac{dp_\mathrm{pre}}{dt}=-S\,p_\mathrm{pre}+\sigma D\,\frac{\partial p_\mathrm{pre}}{\partial z}\bigg|_{z=0}.
\]

The derivative of \(\cos[k(L-z)]\) with respect to \(z\) is \(+k\sin[k(L-z)]\). Inserting the mode and cancelling \(e^{-\lambda t}\),

\[
-\lambda V\cos kL=-S\cos kL+\sigma Dk\sin kL,
\]

and therefore, with \(\lambda=Dk^2\),

\[
(S-Dk^2V)\cos kL=\sigma Dk\sin kL .
\]

The smallest positive root \(k\) gives the slowest decay, with time constant \(1/(Dk^2)\).

**Q:** I cannot see from that equation whether the tube matters.

**A:** Two limits show it. If diffusion is fast, \(kL\) is small, so \(\cos kL\approx1\) and \(\sin kL\approx kL\). The equation becomes \(S-\lambda V=\lambda\sigma L\), so \(1/\lambda=(V+\sigma L)/S\). The tube merely adds its 0.05 litre to the chamber, and the time constant is 0.205 s.

If instead the cross-section is very small, the right-hand side vanishes, and there are two kinds of solution. One is \(\lambda=S/V\), the chamber by itself. The other is \(\cos kL=0\), whose lowest root \(kL=\pi/2\) gives the time constant of the tube by itself:

\[
\tau_\mathrm{tube}=\frac{1}{D(\pi/2L)^2}=\frac{4L^2}{\pi^2D}\propto p\propto\Phi .
\]

The slower of the two governs the decay at sufficiently late times; the less precursor the tube stores, the later a slow tube takes over. A small volume means that little precursor is stored, but it does not make that precursor come out quickly.

Take \(Dp=2.5\) Pa m²/s as a model value. At 800 sccm, \(D=2.5/197.8=0.0126\) m²/s, and

\[
\tau_\mathrm{tube}=\frac{4\times(0.10)^2}{\pi^2\times0.01264}=0.32\ \text{s},
\]

which is longer than the chamber's 0.20 s. At 200 sccm it is 0.08 s, and the chamber is the slower part.

For the purge times I started with the same precursor partial pressure in chamber and tube, and with the total pressure already at its purge value. I divided the tube into 200 slices that exchange precursor with their neighbours, found the decay modes of this linear system by numerical diagonalization, and solved for the time at which the chamber partial pressure had fallen to \(10^{-6}\) of its initial value. The slowest time constants come from the root of the equation above.

| Flow (sccm) | Tube alone (s) | Slowest mode (s) | Purge time (s) |
|---|---|---|---|
| 200 | 0.08 | 0.208 | 2.86 |
| 400 | 0.16 | 0.217 | 2.95 |
| 800 | 0.32 | 0.331 | 3.72 |

**Q:** At 800 sccm the purge is longer than at 200.

**A:** By 30 per cent, with the pump unchanged. Two limits go with that figure. The table leaves out the pipe and takes the full 10 L/s at the chamber. With the 1 cm pipe included, the same start gives 5.2, 4.3 and 4.7 s: the gain in speed wins at first and the tube wins later, so 400 sccm is the best of the three. The penalty also depends strongly on \(Dp\). Without the pipe, kinetic-theory estimates in nitrogen at 400 K give about 80 per cent for trimethylaluminium (\(Dp\approx1.55\) Pa m²/s) and about 8 per cent for water vapour (\(Dp\approx3.8\) Pa m²/s).

**Q:** But 13.8 times 0.331 s is 4.6 s, not 3.72 s.

**A:** That product would apply if the whole chamber signal decayed in the slowest mode. At the start that mode holds only a part of it. If the faster modes have died away by the end, its initial share is \(10^{-6}e^{3.721/0.331}\approx0.08\). The other 92 per cent goes faster. A deeper purge would spend more of its time in the slow tail, and the penalty for the high flow would grow.

**Q:** All this assumes that the chamber is well mixed. What if the gas moves through mine more like a front?

**A:** The mean residence time did not need mixing. It came from the gas content divided by the throughput, so at uniform pressure it is still \(V/S\). The time to reach one millionth is another matter, because it depends on how residence times spread about their mean. That spread depends on diffusion and on the flow pattern, and both can change with pressure. For such a chamber I would not claim that the purge time is independent of flow, only that the mean residence time is. Good mixing is not assured in your chamber either. At 800 sccm, with the model value of \(D\), a difference in composition across 10 cm needs about \(L^2/(\pi^2D)=0.08\) s to decay by diffusion, which is not far below 0.20 s.

**Q:** Then what should I measure before I touch the flow controller?

**A:** Measure the chamber pressure at two carrier flows, with any valve in a fixed position. Let \(\Phi\) include every gas that enters, not only the carrier: a second gas line left running would make \(p\) rise by less than the carrier flow even at fixed speed. If \(p\) doubles when \(\Phi\) doubles, \(\Phi/p\) is constant: the speed at the chamber is fixed, and more flow will not renew the gas faster. If \(p\) rises by a smaller factor, \(\Phi/p\) is increasing, and its increase tells you how much the time constant \(V p/\Phi\) can fall. Then follow the partial pressure during a purge at each flow. A late decay that becomes slower at the higher flow, with \(\Phi/p\) unchanged, is what a dead-end volume would produce, although walls that re-adsorb precursor before it diffuses away can produce it too.

**Q:** And if the pressure simply doubles, with no slow tail?

**A:** Then check that the partial pressure also falls equally fast at both flows, as it should in a well-mixed chamber. If it does, keep the lower flow. To shorten the purge you need a smaller \(V\) or a larger \(S\) at the chamber.

All numerical values are calculated from the stated model.
